Second-order effective permittivities and form birefringence of a lamellar grating

A grating has period Λ along x. Each period holds a line of permittivity ε₁ and width fΛ, and a groove of permittivity ε₂ and width (1−f)Λ. All walls are parallel to the yz plane, and the materials are isotropic and non-magnetic. Light of vacuum wavelength λ travels along z, with k₀ = 2π/λ and s = Λ/λ. Fields vary in time as exp(−iωt).

For s → 0 the grating acts as a uniform birefringent medium. At finite s, how do its permittivities change, and what error follows if the change is ignored? Parts (a) to (f) treat a grating unbounded in y and z, and part (g) a film of finite height.

Angle brackets denote the average over one period. The label E means electric field along the lines (y), and M means electric field mainly across them (x), with the magnetic field along y. The fundamental mode has the period of the grating, travels as exp(i n k₀z), and keeps a finite n² as s → 0. Its effective permittivity is defined as n².

**(a) Obtain the mode equations and the permittivities at zeroth order.**

For E, Maxwell's equations give ∂²E_y/∂x² + ∂²E_y/∂z² + k₀²εE_y = 0. With E_y = E(x) exp(i n k₀z),

E″ + k₀²(ε − n²)E = 0.

For M, Ampère's law gives, with η = 1/ε,

E_x = −(i/ωε₀) η ∂H_y/∂z,  E_z = (i/ωε₀) η ∂H_y/∂x.

Inserting these in Faraday's law, ∂E_x/∂z − ∂E_z/∂x = iωμ₀H_y, gives ∂(η∂H_y/∂x)/∂x + ∂(η∂H_y/∂z)/∂z + k₀²H_y = 0. With H_y = H(x) exp(i n k₀z),

(ηH′)′ = k₀²(n²η − 1)H.

At the walls E, E′, H and ηH′ are continuous. The average of the derivative of a continuous periodic function is zero, so averaging the two equations yields

n²⟨E⟩ = ⟨εE⟩,  n²⟨ηH⟩ = ⟨H⟩.

In the variable x/Λ the terms without derivatives carry a factor (k₀Λ)², which vanishes as s → 0. Then E″ = 0, and a periodic E is constant. Likewise ηH′ = b is constant, so H′ = bε, and periodicity requires b⟨ε⟩ = 0. For ⟨ε⟩ ≠ 0, H is constant. Define

p = fε₁ + (1−f)ε₂,  q = fε₂ + (1−f)ε₁.

The zeroth-order permittivities are then

E: n² = ⟨ε⟩ = p,
M: n² = 1/⟨η⟩ = ε₁ε₂/q ≡ m.

**(b) Find the next term for E.**

The equation contains Λ through (k₀Λ)², so the correction is sought in powers of Λ². Write E = 1 + k₀²e + O(Λ⁴), normalised so that ⟨e⟩ = 0. The averaged equation gives

n² = p + k₀²⟨εe⟩.

To leading order the mode equation is e″ = −δ, with δ = ε − p. Since ⟨e⟩ = 0, ⟨εe⟩ = ⟨δe⟩. Replacing δ by −e″ and integrating by parts, with no boundary term because ee′ is periodic,

⟨εe⟩ = −⟨e″e⟩ = ⟨e′²⟩,
n² = p + k₀²⟨e′²⟩ + O(Λ⁴).

For real ε the correction is positive. The field is concave where ε exceeds its mean, so it gathers in the material of higher permittivity.

**(c) Find the next term for M.**

Write H = 1 + k₀²h + O(Λ⁴) with ⟨h⟩ = 0. Then

n² = 1/(1/m + k₀²⟨ηh⟩) = m − k₀²m²⟨ηh⟩ + O(Λ⁴).

The mode equation at leading order is

(ηh′)′ = mη − 1 = m(η − ⟨η⟩).

Because ⟨h⟩ = 0, ⟨ηh⟩ = ⟨(η − ⟨η⟩)h⟩. Using the mode equation and then integrating by parts,

⟨ηh⟩ = (1/m)⟨(ηh′)′h⟩ = −(1/m)⟨ηh′²⟩,
n² = m + k₀²m⟨ηh′²⟩ + O(Λ⁴).

Let G′ = η − ⟨η⟩. One integration gives ηh′ = m(G + c), or h′ = mε(G + c). Since h is periodic, ⟨h′⟩ = 0, which fixes the constant through ⟨ε(G + c)⟩ = 0. Also ηh′² = m²ε(G + c)², so

n² = m + k₀²m³⟨ε(G + c)²⟩ + O(Λ⁴).

**(d) Evaluate both results for the line and groove.**

In the line δ = ε₁ − p = (1−f)(ε₁−ε₂), and in the groove δ = −f(ε₁−ε₂). Hence −e′, whose slope is δ, rises across the line by

A = (1−f)(ε₁−ε₂) · fΛ

and falls by A across the groove. The choice that makes ⟨e′⟩ = 0 runs from −A/2 to A/2 and back. A linear ramp between −A/2 and A/2 has mean square A²/12 whatever its width, so ⟨e′²⟩ = A²/12. With k₀²/12 = π²/(3λ²),

E: n² = p + (π²/3) f²(1−f)²(ε₁−ε₂)² s² + O(s⁴).

For M, G + c is a triangular wave of the same kind, with rise A_η = f(1−f)(1/ε₁−1/ε₂)Λ. If its ramps are centred on zero, its mean vanishes within each layer. As ε is constant in a layer, the condition ⟨ε(G + c)⟩ = 0 is then met. The mean square is A_η²/12 in both layers, so ⟨ε(G + c)²⟩ = pA_η²/12 and

M: n² = m + (π²/3) f²(1−f)²(1/ε₁−1/ε₂)² m³p s² + O(s⁴).

Both corrections vanish for f = 0, f = 1 or ε₁ = ε₂, as they must. No complex conjugate was taken, so the formulas also hold for absorbing materials. The expansion requires the phase and the decay across each layer to be small. It therefore loses accuracy for metal lines that are not thin compared with the skin depth, and it fails near q = 0, where m diverges. Near p = 0 the argument of (a) no longer singles out one M mode.

**(e) Find the leading error of the zeroth-order birefringence, and its sign.**

Take ε₁ > ε₂ > 0 and define B = n_M − n_E, with zeroth-order value B₀ = √m − √p. This is negative because a harmonic mean is smaller than an arithmetic mean. A small change Δ(n²) changes n by Δ(n²)/(2n). For E this gives

Δn_E = (π²/6) f²(1−f)²(ε₁−ε₂)² s²/√p.

For M, use (1/ε₁−1/ε₂)² = (ε₁−ε₂)²/(ε₁ε₂)² and m²/(ε₁ε₂)² = 1/q²:

Δn_M = (π²/6) f²(1−f)²(ε₁−ε₂)² s² √m p/q².

Subtracting,

B − B₀ = C s² + O(s⁴),
C = (π²/6) f²(1−f)² (ε₁−ε₂)² p^(−1/2) [R − 1],
R = m^(1/2)p^(3/2)/q².

R is the ratio Δn_M/Δn_E. It tends to (ε₂/ε₁)² for narrow lines and to (ε₁/ε₂)² for narrow grooves, so the error changes sign in between. Setting R = 1, squaring and inserting m = ε₁ε₂/q gives

p³ε₁ε₂ = q⁵.

As f grows, the left side rises and the right side falls, so there is one root f*. At f = 1/2, p = q = (ε₁+ε₂)/2, and the left side is smaller because ε₁ε₂ < p². Hence f* > 1/2. Below f* the zeroth-order theory gives too small a |B|; above f* it gives too large a |B|, at this order. At f* the error starts at order s⁴.

For weak contrast put ε₁ = ε₂(1+u) with u ≪ 1. To first order in u, ln p = ln ε₂ + fu, ln m = ln ε₂ + fu and ln q = ln ε₂ + (1−f)u. Thus

ln R ≈ fu/2 + 3fu/2 − 2(1−f)u = (4f−2)u.

The cancellation then moves to f = 1/2. At any other fixed fill C is of third order in the contrast, although each index correction is of second order.

**(f) Lines of index 2.0 in air have period 100 nm and width 40 nm, and λ = 600 nm. Find the error, and its effect on a linewidth deduced from the birefringence.**

Here f = 0.4, ε₁ = 4, ε₂ = 1 and s² = 1/36. Then p = 0.4·4 + 0.6·1 = 2.2, q = 0.4·1 + 0.6·4 = 2.8 and m = 4/2.8 = 1.4286. The coefficients of s² are

E: 3.2899 · 0.0576 · 9 = 1.7055,
M: 3.2899 · 0.0576 · 0.5625 · 1.4286³ · 2.2 = 0.6837.

The second-order permittivities are 2.2 + 1.7055/36 = 2.2474 and 1.4286 + 0.6837/36 = 1.4476.

For comparison, the modes of this ideal grating can be found without expansion. Let k_j = k₀√(ε_j−n²), a = fΛ, b = (1−f)Λ, with w_j = k_j for E and w_j = k_j/ε_j for M. The pair of continuous quantities (E, E′) or (H, ηH′) is carried across layer j by a matrix with rows (cos, sin/w_j) and (−w_j sin, cos), whose argument is k_j times the width. The product of the two matrices has determinant 1, and a periodic solution gives it the eigenvalue 1, so its trace is 2:

cos(k₁a) cos(k₂b) − ½(w₁/w₂ + w₂/w₁) sin(k₁a) sin(k₂b) = 1.

The numerical roots appear in the last row.

Level | n_E | n_M | B
zeroth order | 1.4832 | 1.1952 | −0.2880
second order | 1.4991 | 1.2031 | −0.2960
mode equation | 1.4993 | 1.2035 | −0.2958

The formula gives C = −0.2889, hence C s² = −0.0080. The full difference between the mode equation and zeroth order is −0.0078, or 2.6% of the birefringence. The individual indices err by more, 0.016 and 0.008, but their errors partly cancel. For these permittivities f* = 0.546, so a fill of 0.4 lies on the side where |B| is underestimated.

Suppose B = −0.2958 were known and the linewidth were sought at fixed period and fixed indices. Since B₀ vanishes at f = 0 and f = 1, |B₀| has a maximum in between, and B₀(f) = B has two solutions, 42.2 nm and 73.9 nm. Rough knowledge of the width selects the first, which is 2.2 nm too wide. On the same branch the second-order permittivities give 39.9 nm.

**(g) The grating is now a film 200 nm high, between air and a substrate of index 1.5, lit at normal incidence. Do the second-order permittivities give its retardance to second order?**

They do not, because the fields must adjust at the two faces. Consider M first. Deep in the grating D_x is uniform and E_x jumps at the walls; far outside E_x is uniform. Near a face, at a scale much smaller than λ, the problem is electrostatic. Take ⟨E_x⟩ = 1, which holds at every z because E_x is 1 minus the x-derivative of a periodic potential. The true field minimises the energy, the integral of ½ε₀ε|E|². At each height inside the grating the Cauchy–Schwarz inequality gives

⟨εE_x²⟩⟨η⟩ ≥ ⟨E_x⟩² = 1, so ⟨εE_x²⟩ ≥ m.

Outside, ⟨εE_x²⟩ is at least the permittivity there. Equality on both sides would need the jumping field right up to the face, the uniform field just beyond it, and E_z = 0. These are incompatible, so the face carries excess energy. The integral of D·E equals that of ⟨D_x⟩, since D has no divergence and its product with the gradient of the potential integrates to zero. The face therefore has an excess polarization ε₀χ per unit mean field, with χ > 0. For a film much higher than Λ, the static problem at one face has Λ as its only length, so χ is proportional to Λ. Spread over a thin layer of thickness d, it raises n² by χ/d and adds a phase k₀d · χ/(2nd) = k₀χ/(2n) when reflections are weak. This is a delay of first order in s.

For E the field varies along x only at order Λ². Let δ_j be the Fourier components of δ, and K_j = 2π|j|/Λ. Near a face at z = 0, with the grating at z > 0, the component e_j obeys ∂²e_j/∂z² − K_j²e_j = −δ_j inside and the same equation with zero on the right outside. Continuity of value and slope gives, inside,

e_j = (δ_j/K_j²)[1 − ½exp(−K_jz)].

The missing part integrates over z to −δ_j/(2K_j³). The face therefore has

χ_E = −k₀² Σ_(j≠0) |δ_j|²/(2K_j³),

which is negative and proportional to Λ³; its phase is of third order in s.

The size of these terms was computed by the Fourier modal method, which solves for the full diffracted field in 61 harmonics; going to 101 harmonics changed the retardance by 0.0004°. The retardance is the transmitted phase of E minus that of M. The uniform films used for comparison include their multiple reflections.

Zeroth-order film: 34.02°
Second-order film: 34.97°
Fourier modal method: 33.32°

The second-order film is the worse of the two here. Relative to uniform films with the indices of the mode equation, the real faces change the optical path by +2.43 nm for M and −0.28 nm for E. This lowers the retardance by 360° · 2.71/600 = 1.63°. The bulk error of the zeroth-order theory is 360° · 200 · 0.00778/600 = 0.93° in the other direction. Their difference, 0.70°, accounts for the zeroth-order film lying above the modal value. Read as linewidths at fixed height and period, again on the narrower branch, the modal retardance gives 38.5 nm with the zeroth-order film and 36.3 nm with the second-order film, against the true 40 nm.

The bulk error grows with height and the face term does not. At a period of 25 nm, the M phase left over by the second-order film was 0.4003° at height 200 nm and 0.4005° at 450.9 nm, a half wavelength in the film higher, so that the reflections repeat. For the 100 nm period the two errors balance near 2.71/0.0078 ≈ 350 nm, where the zeroth-order film is right by cancellation. The second-order film becomes the better one when the bulk error exceeds twice the face term, above roughly 700 nm. Both heights are estimates that neglect changes in the reflections; with the reflections included they lie near 370 nm and 695 nm.

The parameters are round values chosen for the example. Real lines have sloping walls and an imperfectly known index. Walls at 88°, with the mean width held at 40 nm, change B₀ by +0.0014 when it is averaged over the height. This is the bulk part only: the slope also alters the faces and the reflections, so the change in retardance depends on which end of the line is wider and does not follow from this average. A line index higher by 0.01 changes it by −0.0045, more than half the error found in (f). A tilt of 5° across the lines changes the difference of the normalised z wavenumbers by 0.00035. For the 200 nm film, a linewidth accurate to 1 nm therefore needs the effect of the faces and an accurate line index as well as the second-order permittivities. It also needs the height to better than about 2 nm, since the retardance changes by about 360° · 0.296/600 = 0.18° per nm of height and by about 0.36° per nm of width.
